# Random adsorption with neighbour exclusion on a short open row

## Problem

Five equivalent adsorption sites, numbered 1 to 5, lie in an open row. Molecules try each site at random times, independently and at the same mean rate $k$. An attempt succeeds if the site and its nearest neighbours in the row are empty; otherwise the molecule leaves. Adsorbed molecules neither move nor desorb. The row is called jammed when no site can accept another molecule.

Let $E_n$ be the mean number of molecules on a jammed open row of $n$ sites that started empty.

(a) Derive a recursion for $E_n$.

(b) Use it to show that $E_5=37/15$.

(c) Find the probability of each jammed pattern on five sites. Is the mean the same as if all jammed patterns were equally likely?

(d) Find the filled fraction $E_n/n$ of a very long row.

(e) Find the mean number $N(\tau)$ on five sites after a finite exposure time $t$, with $\tau=kt$.

(f) Apply the results to a pulse of tetrakis(dimethylamido)hafnium on rows of surface hydroxyls, with the data given in the solution. Find the hafnium areal density and the thickness of a dense hafnium oxide layer with the same hafnium content, and judge which neglected effects matter.

## Solution

### (a) The recursion

A rejected attempt changes nothing. A site that has rejected a molecule also stays closed, because the molecule that closed it never leaves. The final pattern therefore depends on the order in which the sites are tried for the first time, and not on later attempts. Since all sites have the same rate, all $n!$ orders are equally likely.

The first molecule lands on site $i$ with probability $1/n$. It fills that site and closes sites $i-1$ and $i+1$, where they exist. Two segments remain available:

- on the left, sites $1$ to $i-2$, which are $i-2$ sites;
- on the right, sites $i+2$ to $n$, which are $n-i-1$ sites.

At an end of the row one of these lengths is $-1$, which means that there is no segment, so we set $E_{-1}=E_0=0$.

The closed sites stay empty. They cannot block the segments beside them, and the two segments are too far apart to affect each other. Within each segment, the order of first attempts is still uniformly random. Each segment thus fills like a separate open row, and the mean, given a first molecule on site $i$, is

$$1+E_{i-2}+E_{n-i-1}.$$

Averaging over $i$ gives

$$E_n=1+\frac1n\sum_{i=1}^{n}\left(E_{i-2}+E_{n-i-1}\right).$$

As $i$ runs from 1 to $n$, the index $i-2$ runs upward from $-1$ to $n-2$, and $n-i-1$ runs downward over the same values. The two sums are equal, and the term with index $-1$ vanishes. Hence

$$\boxed{E_n=1+\frac2n\sum_{j=0}^{n-2}E_j}\qquad(n\ge 2),\qquad E_0=0,\quad E_1=1.$$

### (b) Five sites

Successive substitution gives

$$E_2=1+\tfrac22(0)=1,$$

$$E_3=1+\tfrac23(0+1)=\tfrac53,$$

$$E_4=1+\tfrac24(0+1+1)=2,$$

$$E_5=1+\tfrac25\left(0+1+1+\tfrac53\right)=1+\tfrac25\cdot\tfrac{11}{3}=\boxed{\tfrac{37}{15}}\approx2.467.$$

An explicit listing of all $5!=120$ orders of first attempts, made without the recursion, places 296 molecules in total, and $296/120=37/15$.

### (c) The jammed patterns

The jammed patterns are $\{1,3,5\}$, $\{2,4\}$, $\{1,4\}$ and $\{2,5\}$. Their probabilities follow from the first landing.

**Pattern $\{1,3,5\}$.** If site 1 is filled first, sites 3, 4 and 5 remain. The next molecule must land on 3 or 5, which has probability $2/3$; the other of the two is then filled later. Starting from site 5 gives the same factor by symmetry. If site 3 is filled first, sites 1 and 5 are both certain to fill. Thus

$$P_{135}=\tfrac15\left(\tfrac23+1+\tfrac23\right)=\tfrac7{15}.$$

**Pattern $\{2,4\}$.** After site 2, sites 4 and 5 remain, and 4 is chosen with probability $1/2$. The opposite order contributes equally:

$$P_{24}=2\cdot\tfrac15\cdot\tfrac12=\tfrac15.$$

**Pattern $\{2,5\}$.** Site 2 first and then 5 has probability $\tfrac15\cdot\tfrac12$. Site 5 first leaves 1, 2 and 3, from which 2 is chosen with probability $1/3$:

$$P_{25}=\tfrac1{10}+\tfrac1{15}=\tfrac16.$$

Reflection of the row gives $P_{14}=1/6$. The four probabilities add up to 1. A row holds three molecules with probability $7/15$ and two otherwise, so the mean is $2+7/15=37/15$, as before.

Equal weights would give $(3+2+2+2)/4=9/4$, which is smaller. The arrival process favours the dense pattern: 56 of the 120 orders lead to it, against 24, 20 and 20 for the others.

### (d) A very long row

Multiply the recursion by $n$, and subtract the same expression for $n-1$. All terms of the sum cancel except the last:

$$nE_n-(n-1)E_{n-1}=1+2E_{n-2}.$$

Subtract from this the same equation with $n$ lowered by one, and write $D_n=E_n-E_{n-1}$. For $n\ge3$,

$$nD_n-(n-2)D_{n-1}=2D_{n-2}.$$

Moving $2D_{n-1}$ to the right-hand side gives

$$n(D_n-D_{n-1})=-2(D_{n-1}-D_{n-2}).$$

The differences $\delta_n=D_n-D_{n-1}$ therefore obey $\delta_n=-(2/n)\,\delta_{n-1}$. From $D_1=1$ and $D_2=0$ we have $\delta_2=-1$, so

$$\delta_n=-\frac{(-2)^n}{2\,n!},\qquad D_n=1-\frac12\sum_{j=2}^{n}\frac{(-2)^j}{j!}.$$

For $n\to\infty$ the sum tends to $e^{-2}-1+2=e^{-2}+1$. Since $E_n$ is the sum of the $D_j$, the ratio $E_n/n$ has the same limit as $D_n$:

$$\frac{E_n}{n}\to\frac{1-e^{-2}}2\approx0.432.$$

The recursion gives 0.4325 for 2000 sites, against 0.4933 for five. A molecule on an end site closes one neighbour instead of two, and this matters more in a short row.

### (e) Finite exposure

The attempts on a site form a Poisson process, so by time $t$ the site has been tried at least once with probability $q=1-e^{-\tau}$. Let $A_m$ be the mean number of molecules when $m$ sites have been tried, averaged over all choices of these sites and over their order. The number of tried sites is binomial:

$$N(\tau)=\sum_{m=0}^{5}\binom5m q^m(1-q)^{5-m}A_m.$$

An untried site is empty and blocks nothing. Each unbroken run of tried sites therefore behaves like a jammed open row, and the values from (b) can be used again.

- $A_0=0$ and $A_1=1$.
- $m=2$: of 10 pairs, 4 are adjacent and hold one molecule; 6 hold two. $A_2=(4+12)/10=8/5$.
- $m=3$: three choices form a run of three, with mean $5/3$; six form a run of two and a single site, with mean 2; one has three separate sites. $A_3=(5+12+3)/10=2$.
- $m=4$: if an end site is untried, the mean is $E_4=2$; if site 2 or 4 is untried, it is $1+E_3=8/3$; if site 3 is untried, it is $2E_2=2$. $A_4=(2\cdot2+2\cdot\tfrac83+2)/5=34/15$.
- $A_5=E_5=37/15$.

Hence

$$N=5q(1-q)^4+16q^2(1-q)^3+20q^3(1-q)^2+\tfrac{34}3q^4(1-q)+\tfrac{37}{15}q^5.$$

For short exposure $N\approx5\tau$, since five open sites fill independently. For long exposure put $1-q=e^{-\tau}$ and keep first order in it. The last term gives $\tfrac{37}{15}(1-5e^{-\tau})$ and the one before it gives $\tfrac{34}3e^{-\tau}$, so

$$N\approx\frac{37}{15}-\left(\frac{37}3-\frac{34}3\right)e^{-\tau}=\frac{37}{15}-e^{-\tau}.$$

### (f) A hafnium precursor pulse

**Data.** The following values are rough or chosen. The hydroxyl spacing along a row is 0.50 nm and the row spacing is 0.80 nm. The incoming molecule has a diameter of 0.70 nm, and the adsorbed fragment, which has lost ligand, 0.60 nm. The temperature is 523 K, the precursor pressure 0.10 Torr, the molar mass 354.8 g/mol and the pulse length 0.20 s. A hit on the area of an available site leads to reaction with probability $10^{-3}$.

**Exclusion.** Treated as hard discs, molecule and fragment touch at a centre distance of $(0.70+0.60)/2=0.65$ nm. This exceeds one site spacing, but is less than two site spacings and less than the row spacing. For these chosen sizes, nearest neighbours in a row are therefore excluded, and rows lying side by side are independent. The sizes are on the small side: a ball model with ordinary bond lengths and van der Waals radii gives projected diameters of roughly 0.8 nm, both for the molecule and for a fragment that keeps three ligands. If the contact distance lies between 0.80 and 0.94 nm, facing sites of adjacent rows exclude each other, and an array of many rows jams at about 1.90 molecules per row, 23% below $37/15$.

**Exposure.** The kinetic gas flux $P/\sqrt{2\pi Mk_BT}$, with $M$ the mass of one molecule, is $8.155\times10^4\ \mathrm{nm^{-2}\,s^{-1}}$. The area per site is $0.50\times0.80=0.40\ \mathrm{nm^2}$, so

$$k=10^{-3}\times8.155\times10^4\times0.40=32.6\ \mathrm{s^{-1}},\qquad \tau=32.62\times0.20=6.52.$$

The formula in (e) gives $N=2.465$, which is 0.0015 molecules below jamming.

**Density and thickness.** On the area of its own five sites, the jammed row gives

$$\frac{37/15}{5\times0.40\ \mathrm{nm^2}}=1.23\ \mathrm{nm^{-2}}.$$

With 210.5 g/mol and a rough oxide density of 9.7 g/cm³, the oxide contains 27.75 formula units per nm³. A dense oxide layer with the same hafnium content would be $1.233/27.75=0.044$ nm thick. This is less than an atomic layer, so it measures the amount of hafnium and does not describe a closed film. Both values count only the area of the sites. Rows that follow one another end to end need a gap to stay independent; a gap of one missing site would multiply both values by 5/6.

**Rate effects.** Hopping, desorption and imperfect exclusion are added through a master equation for the 32 occupation patterns. Activated rates are $10^{13}\ \mathrm{s^{-1}}$ times $e^{-E/k_BT}$, with $k_BT=0.0451$ eV. The barriers $E$ are assumed inputs, not computed surface chemistry.

- Hopping with a barrier of 1.8 eV leaves the mean after the pulse at 2.465. With 1.2 eV the hop rate per allowed direction is $27\ \mathrm{s^{-1}}$, close to the attempt rate, and the mean rises to 2.89. Hops can open a closed site: from $\{1,4\}$, a move from 4 to 5 frees site 3.
- If each occupied neighbour costs 0.40 eV, it multiplies the adsorption rate on the site by $1.4\times10^{-4}$, and the mean is 2.466. With 0.20 eV it is 2.56. Any finite cost would let the row fill further in unlimited time, so jamming is then not the final state, though it is a long-lived stage if the cost is large compared with $k_BT$.
- Desorption with a barrier of 1.9 eV removes $6\times10^{-5}$ molecules per row in a 5 s purge.
- With the higher barriers and all three effects together, the mean after the pulse is 2.466. The shortfall of the pulse and the leakage past the exclusion nearly cancel, which is an accident of the chosen inputs.
- A reaction probability ten times lower, with the pulse unchanged and the added effects absent, gives 1.67, which is 32% below $37/15$.

**Geometry.** The next values are for jammed rows, with one assumption changed at a time.

| Change | Mean per row | Relative to $37/15$ |
|---|---:|---:|
| Each hydroxyl present with probability 0.90 | 2.36 | −4% |
| Two rows coupled at one site spacing | 2.21 | −11% |
| Each molecule uses two adjacent hydroxyls | 2.00 | −19% |
| Second neighbours also excluded | 1.80 | −27% |

In the coupled rows, directly facing sites exclude each other and diagonal ones do not, and the value holds for an isolated pair. If all rows are one site spacing apart, the mean is about 1.90 per row, but the area per site is then 0.25 nm², so the areal density rises to about $1.5\ \mathrm{nm^{-2}}$. The last line of the table keeps the rows independent. Hard discs with a contact distance just above 1.0 nm also reach the facing and diagonal sites of rows 0.80 nm away, and the mean then falls to about 0.98 per row, 60% below $37/15$.

**The real case.** Growth of hafnium oxide from this precursor is commonly of the order of 0.1 nm per cycle, compared with 0.044 nm here; the value depends on the process conditions. The chosen geometry cannot reach it: three molecules per row give at most 0.054 nm, and 0.1 nm needs about 2.8 hafnium atoms per nm², more than the 2.5 hydroxyls per nm² assumed. The model does not predict the growth per cycle: hydroxyls on a real oxide are not arranged in isolated rows of five, their density depends on preparation and temperature, and a molecule may lose further ligands after binding. The table and the low-barrier cases show shifts of the mean per row from a few per cent to about a quarter, and a larger footprint that also couples the rows shifts it by more than half. For the chosen numbers, the value $37/15$ is safe against the finite pulse and slow hopping. It is not safe against a different footprint, a different binding mode, mobile fragments or a much lower reaction probability. The numerical output lists the single-row and two-row values in full.

## Computed values

```
Recursion mean, 0 sites: 0 molecules
Recursion mean, 1 sites: 1 molecules
Recursion mean, 2 sites: 1 molecules
Recursion mean, 3 sites: 5/3 molecules
Recursion mean, 4 sites: 2 molecules
Recursion mean, 5 sites: 37/15 molecules
Five-site mean, decimal: 2.4667 molecules
Attempt orders: 120; molecules summed: 296
Pattern (1, 3, 5): 56 orders, probability 7/15
Pattern (1, 4): 20 orders, probability 1/6
Pattern (2, 4): 24 orders, probability 1/5
Pattern (2, 5): 20 orders, probability 1/6
Equal-weight mean over jammed patterns: 9/4 molecules
A_m for m = 0..5 (molecules): 0, 1, 8/5, 2, 34/15, 37/15
Filled fraction, five sites: 0.4933
Filled fraction, 2000 sites: 0.4325
Site spacing: 0.50 nm; row spacing: 0.80 nm
Diameters, molecule and fragment: 0.70, 0.60 nm
Contact distance: 0.65 nm
Temperature: 523 K; thermal energy: 0.04507 eV
Precursor pressure: 0.10 Torr
Precursor molar mass: 354.8 g/mol
Reaction probability per hit: 1.0e-03
Pulse: 0.20 s; purge: 5.0 s
Gas flux: 8.155e+04 nm^-2 s^-1
Area per site: 0.40 nm^2
Attempt rate per site: 32.62 s^-1; tau: 6.524
Hafnium areal density, ideal: 1.233 nm^-2
Oxide molar mass: 210.5 g/mol; density: 9.7 g/cm3
Oxide formula units: 27.75 nm^-3
Equivalent oxide thickness: 0.0444 nm
Mean after pulse: 2.4652 molecules
Mean, reaction probability / 10: 1.6657 molecules
Attempt frequency for barriers: 1.0e+13 s^-1
Hop barrier 1.8 eV: rate 4.52e-05 s^-1, mean 2.4652
Hop barrier 1.2 eV: rate 2.73e+01 s^-1, mean 2.8886
Crowding 0.40 eV: factor 1.40e-04, mean 2.4664
Crowding 0.20 eV: factor 1.18e-02, mean 2.5642
Desorption barrier 1.9 eV: rate 4.91e-06 s^-1
Purge loss: 6.05e-05 molecules per row
Mean after pulse, all rate effects: 2.4664 molecules
Mean, hydroxyl present with probability 0.90: 2.3593 molecules
Mean, second neighbours excluded: 9/5 = 1.8000
Mean per row, two coupled rows: 2.2076 molecules
Mean, two hydroxyls used per molecule: 2 molecules
```
